\section*{The connected-determinant recursion: all connected diagrams from sums over vertex subsets}

\section{Two sites and too many diagrams}

Electrons hop between two sites $L$ and $R$, in contact with a reservoir at inverse temperature $\beta$, and repel each other when they share a site:
\begin{align}
H&=H_0+U\sum_{i}V_i,\qquad V_i=(n_{i\uparrow}-\alpha)(n_{i\downarrow}-\alpha),\\
H_0&=-t\sum_{s}\big(c^\dagger_{Ls}c_{Rs}+c^\dagger_{Rs}c_{Ls}\big)-\mu\sum_{is}n_{is}.
\end{align}
Since $UV_i=Un_{i\uparrow}n_{i\downarrow}-\alpha U(n_{i\uparrow}+n_{i\downarrow})+\alpha^2U$, the full Hamiltonian has chemical potential $\mu+\alpha U$. Changing $\alpha$ with $\mu+\alpha U$ held fixed moves a one-body term between $H_0$ and the interaction, while changing it at fixed $\mu$ changes $H$. We want the amplitude for an up electron added at $x_{\rm in}$ to be removed at $x_{\rm out}$, as a power series in $U$. With $x=(\text{site},\tau)$ and $\hbar=1$,
\begin{equation}
G=-\langle T\,c_\uparrow(x_{\rm out})\,c^\dagger_\uparrow(x_{\rm in})\rangle .
\end{equation}
Wick's theorem gives the sum of all diagrams of order $n$ as a product of determinants, but $G$ needs the connected ones, whose number grows factorially. Rossi's recursion extracts their sum from the determinants. It does so at fixed vertex positions: it yields the integrand of the order-$n$ coefficient, and the integration over positions remains to be done. The general steps below use a finite lattice, finite $\beta$, and an $H_0$ that is quadratic, number-conserving and spin-diagonal. The numbers use round model parameters $t=1$, $\mu=0.3\,t$, $\beta=2/t$, $\alpha=0.5$, $x_{\rm out}=(L,\tau=1/t)$, $x_{\rm in}=(L,0)$.

\section{From the Dyson series to determinants}

The operator $\mathcal S(\tau)=e^{\tau H_0}e^{-\tau H}$ obeys $\partial_\tau\mathcal S=-U\sum_iV_i(\tau)\,\mathcal S$ with $V_i(\tau)=e^{\tau H_0}V_ie^{-\tau H_0}$. Iterating this equation gives the time-ordered exponential. With $\langle\cdot\rangle_0$ the thermal average in $H_0$, $V=\{x_1,\dots,x_n\}$ the vertices, and $\int$ standing for $\sum_{\rm site}\int_0^\beta d\tau$ for each vertex,
\begin{align}
\frac{Z}{Z_0}&=\sum_n\frac{(-U)^n}{n!}\int a_0(V), & a_0(V)&=\Big\langle T\prod_jV(x_j)\Big\rangle_0,\label{eq:Z}\\
G\,\frac{Z}{Z_0}&=\sum_n\frac{(-U)^n}{n!}\int a_E(V), & a_E(V)&=-\Big\langle T\,c_\uparrow(x_{\rm out})c^\dagger_\uparrow(x_{\rm in})\prod_jV(x_j)\Big\rangle_0 .\label{eq:N}
\end{align}

Let $A_1,\dots,A_{2m}$ be linear in $c,c^\dagger$, and let $A_1$ be an eigenmode operator of $H_0$, so that $e^{\beta H_0}A_1e^{-\beta H_0}=\lambda A_1$ with $\lambda>0$. Anticommute $A_1$ to the far right; each anticommutator is a number. Cyclicity of the trace brings $A_1$ back to the front with the factor $\lambda$, so
\begin{equation}
(1+\lambda)\langle A_1\cdots A_{2m}\rangle_0=\sum_{j=2}^{2m}(-1)^j\{A_1,A_j\}\Big\langle\prod_{k\neq1,j}A_k\Big\rangle_0 .
\end{equation}
The case $m=1$ identifies $\{A_1,A_j\}/(1+\lambda)=\langle A_1A_j\rangle_0$, and linearity extends the result to any $A_1$. Repetition gives the sum over all pairings with the sign of the pairing permutation. That sum, written with time-ordered contractions, is antisymmetric under exchange of any two operators, as is the $T$-product, and the two agree when the operators stand in time order. They therefore agree for any order.

Apply this to $\langle T\prod_{i}c^\dagger(y_i)c(x_i)\rangle_0$ for one spin. The contraction of $c^\dagger(y_1)$ with $c(x_i)$ is $\langle Tc^\dagger(y_1)c(x_i)\rangle_0=G_0(x_i,y_1)$, with sign $(-1)^{2i}=+1$. It leaves $c(x_1)c^\dagger(y_2)\cdots c(x_{i-1})c^\dagger(y_i)$ at the front, and $i-1$ exchanges restore the pattern $c^\dagger c$, at the price $(-1)^{i-1}$. This is the Laplace expansion along the first column, so by induction
\begin{equation}
\Big\langle T\prod_ic^\dagger(y_i)c(x_i)\Big\rangle_0=\det\big[G_0(x_i,y_j)\big].
\end{equation}
In a density $c^\dagger$ stands to the left, so a diagonal entry is $G_0$ at time difference $0^-$, equal to $\langle n\rangle_0$. The shift $\alpha$ goes on the diagonal: $\prod_i(n_i-\alpha)=\sum_{S\subseteq V}(-\alpha)^{n-|S|}\prod_{i\in S}n_i$, and expanding each diagonal entry $G_0-\alpha$ of a determinant gives the same sum, since choosing $-\alpha$ in entry $ii$ deletes row and column $i$ without a sign. Under $T$, $-c(x_{\rm out})c^\dagger(x_{\rm in})=c^\dagger(x_{\rm in})c(x_{\rm out})$, which is one more pair of the same pattern. The two spins are independent in $H_0$, so for any subset $S$ of vertices
\begin{equation}
a_0(S)=\det M^\uparrow(S)\det M^\downarrow(S),\qquad a_E(S)=\det B(S)\det M^\downarrow(S),
\end{equation}
with $M_{ij}=G_0(x_i,x_j)-\alpha\delta_{ij}$ and $a_0(\emptyset)=1$. The matrix $B$ is $M^\uparrow$ bordered by a row and a column labelled 0: $B_{00}=G_0(x_{\rm out},x_{\rm in})$, $B_{0j}=G_0(x_{\rm out},x_j)$, $B_{i0}=G_0(x_i,x_{\rm in})$.

For the two sites the modes of $H_0$ are $(L\pm R)/\sqrt2$ with energies $\varepsilon_+=-t-\mu=-1.30\,t$ and $\varepsilon_-=t-\mu=0.70\,t$, and Fermi factors $f_\pm=1/(e^{\beta\varepsilon_\pm}+1)=0.930862$ and $0.197816$. Since $c_k(\tau)=e^{-\varepsilon_k\tau}c_k$, $\langle c_kc_k^\dagger\rangle_0=1-f_k$ and $\langle c_k^\dagger c_k\rangle_0=f_k$,
\begin{equation}
G_0=\tfrac12e^{-\varepsilon_+\delta}(f_+-\theta)+\tfrac{p}{2}\,e^{-\varepsilon_-\delta}(f_--\theta),
\end{equation}
where $\delta=\tau-\tau'$, $\theta=1$ for $\delta>0$ and $0$ otherwise, and $p=+1$ for equal sites and $-1$ for different ones. Take vertices 1, 2, 3 on sites $L,R,L$ at times $0.4,\,0.9,\,1.5$ in units of $1/t$. Then, with rows and columns $0,1,2,3$,
\begin{equation}
B=\begin{pmatrix}-0.326021&-0.338948&0.334607&0.383333\\-0.361285&0.064339&0.102619&0.325000\\0.102237&0.216426&0.064339&0.062822\\-0.383333&-0.330165&0.188124&0.064339\end{pmatrix},
\end{equation}
and $M^\uparrow=M^\downarrow=M$ is the lower right $3\times3$ block. For instance $B_{11}=\frac12(0.930862+0.197816)-0.5=0.064339$.

\section{One vertex and two vertices by hand}

With vertex 1 alone,
\begin{equation}
a_E(1)=(B_{00}B_{11}-B_{01}B_{10})M^\downarrow_{11}=B_{00}\,a_0(1)-B_{01}B_{10}M^\downarrow_{11}.
\end{equation}
In the first term the electron passes from $x_{\rm in}$ to $x_{\rm out}$ without touching the vertex, which closes on itself as a vacuum diagram. The second term is connected. Writing $c_E$ for the connected part and $c_E(\emptyset)=B_{00}$, we have $a_0(1)=0.064339^2=4.1395\times10^{-3}$ and
\begin{align}
c_E(1)&=a_E(1)-c_E(\emptyset)a_0(1)\nonumber\\
&=-9.2283\times10^{-3}+0.326021\times4.1395\times10^{-3}=-7.8787\times10^{-3},
\end{align}
which is $-0.338948\times0.361285\times0.064339$, the connected term itself.

With vertices 1 and 2, $\det B$ has six terms, one for each permutation $\pi$ of $\{0,1,2\}$, and $\det M^\downarrow$ has two, one for each permutation $\sigma$ of $\{1,2\}$. Sort the twelve products by the set of vertices attached to the external line. If $\pi(0)=0$ none is attached, and the four such terms sum to $B_{00}\,a_0(12)$. If $\pi=(01)$ and $\sigma$ is the identity, the term is $(-B_{01}B_{10}M^\downarrow_{11})(B_{22}M^\downarrow_{22})=c_E(1)a_0(2)$, and $\pi=(02)$ gives $c_E(2)a_0(1)$ in the same way. Six terms remain. The two three-cycles (sign $+$) are connected for either $\sigma$. The transpositions $(01)$ and $(02)$ become connected when $\sigma=(12)$ ties the vertices together, with sign $(-1)(-1)$:
\begin{align}
c_E(12)={}&(B_{01}B_{12}B_{20}+B_{02}B_{21}B_{10})\det M^\downarrow(12)\nonumber\\
&+(B_{01}B_{10}B_{22}+B_{02}B_{20}B_{11})M^\downarrow_{12}M^\downarrow_{21}.\label{eq:six}
\end{align}
The same sum follows without listing these terms, by removing the other six from the determinant. With $a_0(12)=(0.064339^2-0.102619\times0.216426)^2=3.2652\times10^{-4}$, $a_E(12)=6.1272\times10^{-4}$ and $c_E(2)=-2.2010\times10^{-3}$,
\begin{align}
c_E(12)&=a_E(12)-c_E(\emptyset)a_0(12)-c_E(1)a_0(2)-c_E(2)a_0(1)\nonumber\\
&=6.1272\times10^{-4}+0.326021\times3.2652\times10^{-4}\nonumber\\
&\quad+(7.8787+2.2010)\times10^{-3}\times4.1395\times10^{-3}=7.6089\times10^{-4},
\end{align}
the value that the entries of $B$ give in Eq.~\eqref{eq:six}.

\section{The general recursion}

The Leibniz formula makes the definition of a diagram precise:
\begin{equation}
a_E(V)=\sum_{\pi,\sigma}\operatorname{sgn}\pi\,\operatorname{sgn}\sigma\prod_{i\in\{0\}\cup V}B_{i\pi(i)}\prod_{i\in V}M^\downarrow_{i\sigma(i)} .
\end{equation}
A diagram is a pair $(\pi,\sigma)$, drawn with edges $i$--$\pi(i)$ and $i$--$\sigma(i)$. Node 0 stands for both external points, which the up line joins in every diagram because the cycle of $\pi$ through 0 is that line. A diagram is connected if its edges join all nodes, and $c_E(S)$ is the sum of connected diagrams on $\{0\}\cup S$.

Take any diagram on $V$ and let $S$ be the set of vertices joined to node 0. No edge leaves $\{0\}\cup S$, so $\pi$ and $\sigma$ each split into a permutation of the joined nodes and a permutation of $V\setminus S$. The products of matrix elements split accordingly. The signs split too, because the sign of a permutation is the product of $(-1)^{\ell-1}$ over its cycles of length $\ell$, and each cycle lies on one side. The first part is a connected diagram on $S$. The second is an unrestricted pair of permutations of $V\setminus S$, a term of $a_0(V\setminus S)$. Conversely, any such two parts combine into a diagram whose joined set is $S$. The map is a bijection, so
\begin{equation}
a_E(V)=\sum_{S\subseteq V}c_E(S)\,a_0(V\setminus S).\label{eq:fact}
\end{equation}
The term $S=V$ is $c_E(V)\,a_0(\emptyset)=c_E(V)$. Moving the rest to the other side gives the recursion,
\begin{equation}
c_E(V)=a_E(V)-\sum_{S\subsetneq V}c_E(S)\,a_0(V\setminus S).\label{eq:rec}
\end{equation}
The right side needs $c_E$ on smaller sets alone, so evaluation in order of increasing size fixes $c_E$ uniquely, starting from $c_E(\emptyset)=B_{00}$. No property of the matrix entries was used.

Two consequences follow from the definition. Relabelling the vertices conjugates $\pi$ and $\sigma$, which preserves sign, weight and connectedness, so $c_E$ is symmetric in its vertices. At $t=0$, $G_0$ vanishes between $L$ and $R$, and a connected diagram with a vertex on $R$ must contain an $L$--$R$ edge, so $c_E(S)=0$ for every set $S$ with a vertex on $R$, although $a_E(S)$ need not vanish. This limit also shows the numerical weakness of Eq.~\eqref{eq:rec}: the zero arises by cancellation, so rounding errors in the terms, including those inherited from smaller subsets, remain in the result, and relative accuracy is lost when $|c_E|$ is far below the largest term.

For the three vertices the determinants and the recursion give, in units of $10^{-4}$,
\begin{center}
\begin{tabular}{lrrr}
$S$ & $a_E$ & $a_0$ & $c_E$\\
1 & $-92.283$ & $41.395$ & $-78.787$\\
2 & $-35.505$ & $41.395$ & $-22.010$\\
3 & $81.047$ & $41.395$ & $94.542$\\
12 & $6.1272$ & $3.2652$ & $7.6089$\\
13 & $59.283$ & $124.196$ & $99.708$\\
23 & $-0.69659$ & $0.58965$ & $-0.80460$\\
123 & $1.23748$ & $2.58718$ & $1.88718$
\end{tabular}
\end{center}
The last entry, in the same units and with $10^{-4}$ restored once in each product of two table entries, is
\begin{align}
c_E(123)={}&1.23748+0.326021\times2.58718\nonumber\\
&+10^{-4}\,[\,78.787\times0.58965+22.010\times124.196-94.542\times3.2652\,]\nonumber\\
&-10^{-4}\,[\,7.6089+99.708-0.8046\,]\times41.395=1.8872 .
\end{align}
Listing all pairs $(\pi,\sigma)$ and keeping the connected ones gives 78 diagrams whose sum is the same $1.88718\times10^{-4}$.

\section{Why the connected part is the Green's function}

Define $C_k=\int c_E$ and $A_k=\int a_0$ over $k$ vertices. In Eq.~\eqref{eq:fact} the two factors depend on disjoint variables, so a subset of size $k$ integrates to $C_kA_{n-k}$, and there are $\binom nk$ such subsets. With $\binom nk/n!=1/[k!\,(n-k)!]$, Eq.~\eqref{eq:N} becomes a Cauchy product,
\begin{equation}
G\,\frac{Z}{Z_0}=\sum_n\sum_{k=0}^n\frac{(-U)^kC_k}{k!}\,\frac{(-U)^{n-k}A_{n-k}}{(n-k)!}=\Big[\sum_k\frac{(-U)^k}{k!}C_k\Big]\frac{Z}{Z_0},
\end{equation}
by Eq.~\eqref{eq:Z}. The series $Z/Z_0$ starts with 1 and can be cancelled, so $G=\sum_nG_nU^n$ with $G_n=(-1)^nC_n/n!$. The symmetry of $c_E$ allows $1/n!$ to be traded for a restriction to ordered times. For a finite system $Z$ and $GZ$ are traces of exponentials of finite matrices, hence entire in $U$, and the series for $G$ converges at least out to the nearest zero of $Z$ in the complex plane. The recursion is an identity at each order and does not enlarge that radius.

Vacuum diagrams have no node 0, so one vertex $v\in V$ takes its part. With $c_0(S)$ the sum of connected pairs $(\pi,\sigma)$ on $S$, and $S$ the component containing $v$, the same bijection gives
\begin{equation}
c_0(V)=a_0(V)-\sum_{v\in S\subsetneq V}c_0(S)\,a_0(V\setminus S).\label{eq:vac}
\end{equation}
There are $\binom{n-1}{k-1}$ subsets of size $k$ containing $v$, so with $K_k=\int c_0$,
\begin{equation}
n\,\frac{A_n}{n!}=\sum_{k=1}^n k\,\frac{K_k}{k!}\,\frac{A_{n-k}}{(n-k)!}.
\end{equation}
Multiplying by $(-U)^n$ and summing gives $U\partial_Uz=z\,U\partial_UW$ for $z=Z/Z_0$ and $W=\sum_{k\ge1}(-U)^kK_k/k!$. Since $z=1$ and $W=0$ at $U=0$, $W=\ln(Z/Z_0)$. For the three vertices with $v=1$ and $a=a_0(1)=a_0(2)=a_0(3)$,
\begin{equation}
c_0(123)=a_0(123)-a\,\big[a_0(23)+a_0(12)-a^2+a_0(13)-a^2\big]=2.0585\times10^{-4}.
\end{equation}

\section{Cost}

The recursion is run for every subset $V'\subseteq V$. A subset of size $k$ has $2^k-1$ proper subsets, each costing one multiplication and one subtraction. The binomial theorem gives
\begin{equation}
\sum_{k=0}^n\binom nk(2^k-1)=(1+2)^n-(1+1)^n=3^n-2^n .
\end{equation}
The 3 counts the places a vertex can be: in $S$, in $V'\setminus S$, or outside $V'$. For three vertices the count is $3\times1+3\times3+7=19$. In Eq.~\eqref{eq:vac} the vertex $v$ stays in $S$, which leaves $3^{n-1}-2^{n-1}$.

The determinants must be added. An elimination step with $m$ rows below the pivot takes $m$ divisions and $m^2$ multiplications. Because $3m(m+1)=m(m+1)(m+2)-(m-1)m(m+1)$, the sum over $m=0,\dots,k-1$ telescopes to $(k^3-k)/3$, and the product of the pivots adds $k-1$. With $f(k)=(k^3-k)/3+k-1$ and $f(0)=0$, three determinants and two products per subset cost
\begin{equation}
D(n)=\sum_{k=0}^n\binom nk\big[2f(k)+f(k+1)+2\big]\le2^n\big[3(n+1)^3+2\big],
\end{equation}
using $f(k)\le k^3$. The ratio of this bound to $3^n$ tends to zero, so the total is $O(3^n)$ per configuration of vertices.

The number of diagrams summed follows from the recursion itself. The bijection holds with every diagram given weight 1, that is with $a_E\to(k+1)!\,k!$ and $a_0\to(k!)^2$ on a set of size $k$, and $c_E$ then counts labelled connected diagrams, tadpoles included. For $n=2$ this is $12-1\times4-2\times1\times1=6$. A relabelling $\rho$ that leaves a connected diagram unchanged commutes with $\pi$ and $\sigma$ and fixes node 0. If $\rho(i)=i$ then $\rho\pi(i)=\pi\rho(i)=\pi(i)$, and likewise for $\sigma$, so fixed points spread around every cycle and $\rho$ is the identity. Each topology therefore appears $n!$ times.
\begin{center}
\begin{tabular}{rrrrr}
$n$ & labelled & topologies & $3^n-2^n$ & $D(n)$\\
2 & 6 & 3 & 5 & 30\\
3 & 78 & 13 & 19 & 116\\
4 & 1704 & 71 & 65 & 402\\
6 & 2481840 & 3447 & 665 & 3842\\
10 & $1.16\times10^{14}$ & 31998903 & 58025 & 209922
\end{tabular}
\end{center}
At the tabulated orders the determinants cost more than the recursion. Evaluating both formulas order by order shows that $3^n-2^n$ exceeds $D(n)$ from $n=17$, when each determinant is eliminated separately.

The figure $3^n$ is the cost of this recursion and not a lower bound on the task. Attach a power of $z$ to each set function, $\tilde F(X)=F(X)z^{|X|}$, work modulo $z^{n+1}$, and define $(F\star F')(X)=\sum_{S\cup T=X}F(S)F'(T)$. In $(\tilde c_E\star\tilde a_0)(X)$ a pair carries $z^{|S|+|T|}$, and $|S|+|T|\ge|X|$ with equality for disjoint sets alone. By Eq.~\eqref{eq:fact}, $\tilde a_E=\tilde c_E\star\tilde a_0-\Delta$, where $\Delta(X)$ holds powers above $|X|$. Let $e$ be the unit, equal to 1 on $\emptyset$ and 0 elsewhere. The inverse $\tilde a_0^{-1}=\sum_j(e-\tilde a_0)^{\star j}$ terminates because $e-\tilde a_0=O(z)$, and by the same inequality it holds powers of at least $|Y|$ on a set $Y$. Then $\Delta\star\tilde a_0^{-1}$ still holds powers above $|X|$, and $c_E(X)$ is the coefficient of $z^{|X|}$ in $\tilde a_E\star\tilde a_0^{-1}$. The transform $\hat F(X)=\sum_{S\subseteq X}F(S)$ turns $\star$ into a pointwise product, since $S\cup T\subseteq X$ means that both sets lie in $X$. It is done in $n$ passes, $F(X)\to F(X)+F(X\setminus b)$ for all $X\ni b$, each pass releasing element $b$ into the sum, and it is undone by subtracting. Two forward transforms and one inverse take $3n(n+1)2^{n-1}$ additions on $n+1$ coefficients. The power-series division takes $n(n+1)/2$ multiplications and as many subtractions for each of the $2^n$ sets. The total $5n(n+1)2^{n-1}$ lies below $2(3^n-2^n)$ from $n=14$. This is a count of operations and says nothing about rounding.

\section{The integrated series for the two sites}

The integrand is smooth within each ordering of the vertex times relative to each other and to $\tau$. The coefficients below come from product Gauss--Legendre quadrature on each such sector, summed over site assignments, with the recursions evaluated at every node. $N_n$ is the coefficient of the unsubtracted series \eqref{eq:N}; all multiply $(U/t)^n$.
\begin{center}
\begin{tabular}{rrrrr}
$n$ & $G_n$ & $N_n$ & $W_n$ & $z_n$\\
1 & $0.00071228$ & $0.00611052$ & $-0.01655795$ & $-0.01655795$\\
2 & $0.01100806$ & $-0.02440731$ & $0.10845583$ & $0.10859291$\\
3 & $-0.00054018$ & $0.00025461$ & $-0.00096310$ & $-0.00275966$\\
4 & $0.00047158$ & $-0.00044911$ & $0.00059992$ & $0.00651207$
\end{tabular}
\end{center}
Taylor coefficients obtained from traces over the full Fock space at complex $U$, by a discrete Cauchy integral on a circle, give the same eight decimals for $G_n$, $W_n$ and $z_n$. Low orders can be followed by hand. The one-vertex $a_0$ is constant, so $W_1=-2\beta t\,a_0(1)=-4\times0.004139487=-0.01655795$. Expanding $z=e^W$ gives $z_2=W_2+W_1^2/2=0.10845583+0.01655795^2/2=0.10859291$. The Cauchy product with $G_0(x_{\rm out},x_{\rm in})=-0.32602105$ gives $N_1=0.00071228+0.32602105\times0.01655795=0.00611052$, so the disconnected piece is the larger part of $N_1$. At orders 2, 3 and 4 the unsubtracted coefficient has the opposite sign to $G_n$.

$G_1$ is much smaller than $G_2$. The one-vertex integrand is proportional to $M_{11}=\langle n\rangle_0-\alpha=0.064339$, and would vanish for $\alpha=\langle n\rangle_0$. It also takes both signs, negative at vertices 1 and 2 and positive at vertex 3. Its positive and negative parts, taken site by site, integrate to $0.0105$ and $-0.0112$, so most of the integral cancels. Each part alone is as large as $G_2$: the small factor brings the first order down to the size of the second, and the cancellation takes it below. The cancellation depends on $\tau$; at $\tau=0.2/t$ the coefficients are $G_1=-0.0092$ and $G_2=0.0057$.

The phase of $Z$, followed numerically around $|U|=1.5\,t$, has winding number 0. By the argument principle $Z$ has no zero inside, so $1.5\,t$ is a lower bound on the radius of convergence of both series. At $U=t$ the partial sums of $G$ through orders 0 to 4 are $-0.326021$, $-0.325309$, $-0.314301$, $-0.314841$ and $-0.314369$, against $-0.314383$ from the Fock-space trace, an absolute difference of $1.4\times10^{-5}$. For $\ln(Z/Z_0)$ the fourth-order sum is $0.091535$ against $0.091518$, an absolute difference of $1.7\times10^{-5}$. These differences do not fall steadily with the order: with the exact higher coefficients they rise to $6.4\times10^{-5}$ for $G$ and $9.1\times10^{-5}$ for $\ln(Z/Z_0)$ at fifth order, and drop to $1.5\times10^{-6}$ for both at sixth. A product rule with $m$ nodes per time needs $m^n$ points per sector and site assignment, so at higher order or on a larger lattice the positions can be sampled by Monte Carlo instead. The cost $O(3^n)$ is then paid per sample, and the number of samples needed is a separate question that the recursion does not settle.

Numerical values quoted here were computed with a short program.
